\section*{Why thermally smoothed ion-beam ripples shorten as inverse root flux}

\section*{Question}

An oblique ion beam erodes a hot crystalline surface and ripples appear. At fixed surface temperature, ion energy and angle, the flux is raised fourfold. If the surface is smoothed by thermal diffusion, why does the ripple wavelength halve, when every part of the erosion has simply become four times faster?

\section*{Answer}

\subsection*{The mechanism}

Two processes compete. Erosion deepens troughs faster than crests, because more deposited energy reaches the bottom of a trough. Surface diffusion carries atoms from crests to troughs. Erosion roughens at a rate proportional to $k^2$, where $k$ is the ripple wavenumber, and diffusion smooths at a rate proportional to $k^4$. Diffusion therefore wins at short wavelengths and erosion at long ones. Very long ripples grow slowly, so growth is fastest at a wavelength somewhat longer than the one where the two rates balance.

More flux strengthens the roughening. If the mobile atoms are supplied by heat, the smoothing stays as it was, and the balance moves to larger $k$, where smoothing is stronger. Erosion depth and sideways drift of the pattern also speed up with flux, but neither affects which wavelength grows fastest. What counts is that the \emph{curvature} coefficient scales with flux and the smoothing coefficient does not.

\subsection*{Erosion of a curved surface}

Let $h(x,y,t)$ be the height, with $h_{xx}>0$ in a trough, and let the beam travel along $\mathbf e=(\sin\theta,0,-\cos\theta)$. The flux $f$ is counted through a plane normal to the beam. Each ion is taken to deposit its energy in an isotropic Gaussian of width $\sigma$, centred a distance $a$ beyond its entry point, and the local erosion speed is taken proportional to the energy density arriving there. Shadowing and redeposition are left out.

Put the origin at the surface point of interest, so $h=0$ there. An ion entering at $\mathbf r=(x,y,h)$ contributes in proportion to $\exp(-|\mathbf r+a\mathbf e|^2/2\sigma^2)$, with
\begin{equation}
|\mathbf r+a\mathbf e|^2=(x+a\sin\theta)^2+y^2+(h-a\cos\theta)^2 .
\end{equation}
The surface element above $dx\,dy$ has the vector area $(-h_x,-h_y,1)\,dx\,dy$, so it receives $f(\cos\theta+h_x\sin\theta)\,dx\,dy$ ions per unit time.

Now keep first order in $h$. Since $(h-a\cos\theta)^2\approx a^2\cos^2\theta-2ah\cos\theta$, the exponential gains a factor $1+ah\cos\theta/\sigma^2$. Dividing by the flat-surface result gives
\begin{equation}
\frac{v}{v_0}=\left\langle 1+h_x\tan\theta+\frac{a\cos\theta}{\sigma^2}\,h\right\rangle,\qquad v_0=f\Omega Y\cos\theta ,
\label{avg}
\end{equation}
where $\Omega$ is the atomic volume and $Y$ the sputter yield at this angle. The average is over a Gaussian with $\langle x\rangle=-a\sin\theta$, $\langle x^2\rangle=\sigma^2+a^2\sin^2\theta$, $\langle y\rangle=0$ and $\langle y^2\rangle=\sigma^2$.

For ripples long compared with $a$ and $\sigma$, expand $h$ to second order in $x$ and $y$, with slopes and curvatures taken at the origin. The slope at $x$ is then $h_x+h_{xx}x$, plus a term in $y$ that averages to zero. Collecting terms,
\begin{align}
\frac{v}{v_0}&=1+c_1h_x+G_xh_{xx}+G_yh_{yy},\\
c_1&=\tan\theta-\frac{a^2\sin\theta\cos\theta}{\sigma^2},\\
G_x&=a\left[\frac{\cos\theta}{2}+\frac{a^2\sin^2\theta\cos\theta}{2\sigma^2}-\frac{\sin^2\theta}{\cos\theta}\right],\qquad
G_y=\frac{a\cos\theta}{2}.
\end{align}
The last term of $G_x$ comes from $\langle x\rangle h_{xx}\tan\theta$: the ions that feed a trough enter upstream, on a wall that faces away from the beam. This weakens the instability.

To first order the vertical speed equals the normal speed, so $h_t=-v$. For a ripple along $x$, $h_{xx}=-k^2h$, and erosion contributes the growth rate $v_0G_xk^2=fSk^2$, with
\begin{equation}
S=\Omega Y\cos\theta\,G_x .
\end{equation}
There is no flux in $S$, because each ion acts alone: a patch of $10\,\mathrm{nm^2}$ is hit of order a hundred times per second in the example below, while a collision cascade is over within picoseconds.

\subsection*{Thermal smoothing}

With surface energy $\gamma$ independent of orientation, a gently rippled profile costs $\gamma\int(1+\tfrac12h_x^2)\,dx$ per unit width. Varying $h$ and integrating by parts changes this by $-\gamma\int h_{xx}\,\delta h\,dx$. One added atom brings the volume $\Omega$, so its chemical potential is $\mu=-\gamma\Omega h_{xx}$. Mobile atoms of areal density $C$ and diffusivity $D$ drift down its gradient with current $J$, and conservation of volume gives the height change:
\begin{align}
J&=-\frac{DC}{k_BT}\,\mu_x=\frac{DC\gamma\Omega}{k_BT}\,h_{xxx},\\
h_t&=-\Omega J_x=-B\,h_{xxxx},\qquad B=\frac{DC\,\gamma\Omega^2}{k_BT}.
\end{align}
If $C$ is the thermal equilibrium density, $B$ depends on temperature and not on flux. Barriers to crossing step edges are left out. On a real crystal $\gamma$ depends on orientation and is replaced by the surface stiffness; near a facet below its roughening temperature, smoothing proceeds by step motion and the $k^4$ form is not assured.

\subsection*{The selected wavelength}

For a ripple $e^{ikx}$ the slope term $-v_0c_1h_x$ gives $-ikv_0c_1$, which is imaginary: the pattern moves but does not grow. The uniform recession $v_0$ drops out too. The real growth rate is
\begin{equation}
R(k)=fSk^2-Bk^4 .
\end{equation}
Setting $dR/d(k^2)=fS-2Bk^2=0$, with $S>0$, gives
\begin{equation}
k_*^2=\frac{fS}{2B},\qquad
\lambda_*=2\pi\sqrt{\frac{2B}{fS}}\propto f^{-1/2},\qquad
R_*=\frac{(fS)^2}{4B}.
\label{main}
\end{equation}
At the maximum, smoothing cancels half of the roughening: $Bk_*^4=\tfrac12fSk_*^2$. Fourfold flux restores this ratio only when $k_*^2$ is four times larger, so the wavelength halves. The growth rate rises sixteenfold.

A ripple at angle $\varphi$ to $x$ has $G_x\cos^2\varphi+G_y\sin^2\varphi$ in place of $G_x$. When $G_x>G_y$, as below, the wavevector along the beam's projection wins. This requires $\cos\theta>\sqrt2\,\sigma/a$, that is $\theta<50^\circ$ for the parameters below. Beyond about $56^\circ$ $G_x$ is negative, and erosion then smooths ripples along $x$.

A surface that starts with equal power at all $k$ has power proportional to $e^{2Rt}$ later, which peaks at $k_*$.

\subsection*{When smoothing also depends on flux}

Suppose $B=\beta f^m$. Equation (\ref{main}) then gives $\lambda_*=2\pi\sqrt{2\beta/S}\,f^{-(1-m)/2}$. If smoothing is wholly ion-driven and proportional to flux, $m=1$ and the wavelength no longer depends on flux; the beam merely runs the same evolution faster. If ions create the mobile atoms and these vanish in pairs, creation $\propto f$ balances loss $\propto C^2$, so $C\propto f^{1/2}$ and the exponent is $-1/4$.

When a thermal part and a part $bf$ act together,
\begin{equation}
\lambda_*^2=\frac{8\pi^2(B+bf)}{fS}=\frac{8\pi^2B}{fS}+\frac{8\pi^2b}{S}.
\end{equation}
The inverse-root law holds for $f\ll B/b$ and levels off at high flux.

Erosion itself supplies a term of this form, though its sign depends on the angle. For $h=e^{ikx}-1$, equation (\ref{avg}) can be averaged without expanding in $k$. With $p=a\sin\theta$ and $E=\langle e^{ikx}\rangle=e^{-ikp-k^2\sigma^2/2}$, the erosive growth rate is
\begin{equation}
R_{\rm er}=-v_0\,\mathrm{Re}\left[ik\tan\theta\,E+\frac{a\cos\theta}{\sigma^2}(E-1)\right].
\label{full}
\end{equation}
Here $\mathrm{Re}(ikE)=k\sin(kp)\,e^{-k^2\sigma^2/2}$ and $\mathrm{Re}\,E=\cos(kp)\,e^{-k^2\sigma^2/2}$. Their $k^2$ terms return $v_0G_x$; their $k^4$ terms give $-v_0H_4k^4$, with
\begin{equation}
H_4=-\tan\theta\left(\frac{p^3}{6}+\frac{p\sigma^2}{2}\right)+\frac{a\cos\theta}{\sigma^2}\left(\frac{p^4}{24}+\frac{p^2\sigma^2}{4}+\frac{\sigma^4}{8}\right).
\end{equation}
Thus $bf=v_0H_4$ for this effect, as long as the ripples are long compared with $a$ and $\sigma$. For the parameters below $H_4$ is positive, but its two parts nearly cancel: with the same $a$ and $\sigma$ it changes sign near $46.6^\circ$, and above that angle it roughens ripples along $x$ instead of smoothing them. For ripples along $y$ the corresponding coefficient is $a\sigma^2\cos\theta/8$, which stays positive. The plateau that this $H_4$ implies at extreme flux, 2.8 nm for the parameters below, lies outside the long-wave range. The unexpanded rate (\ref{full}) has its own maximum near $k\approx2\,\mathrm{nm^{-1}}$, so the model still levels off, at about 3.1 nm. It comes close to that value only for $f\gtrsim10^{6}\,\mathrm{nm^{-2}s^{-1}}$, some $10^5$ times the flux used below, and at a scale where a continuum description is doubtful. At large $k$ the factor $E$ vanishes and the rate (\ref{full}) tends to $v_0a\cos\theta/\sigma^2>0$, so in this model erosion alone does not smooth very short ripples.

\subsection*{Numbers for hot silicon}

Take argon of 1 keV on crystalline silicon at 850 K and $\theta=45^\circ$, with rough typical parameters: $a=2.2$ nm, $\sigma=1.0$ nm, $Y=1.5$, $\Omega=0.020\,\mathrm{nm^3}$ and $\gamma=1.2\,\mathrm{J/m^2}=7.49\,\mathrm{eV/nm^2}$. The transport factor is modelled as $DC=\tfrac14(10^{13}\,\mathrm{s^{-1}})\,e^{-Q/k_BT}$ with $Q=1.5$ eV. At $k_BT=0.07325$ eV this is $3193\,\mathrm{s^{-1}}$, so
\begin{equation}
B=\frac{3193\times7.49\times0.020^2}{0.07325}\approx131\ \mathrm{nm^4/s}.
\end{equation}
The geometry gives $G_x=1.10$ nm and $G_y=0.78$ nm; direct quadrature of the deposition integral over curved surfaces agrees with both. At $f=20\,\mathrm{nm^{-2}s^{-1}}=2\times10^{15}\,\mathrm{cm^{-2}s^{-1}}$, a beam current density of $0.32\,\mathrm{mA/cm^2}$, $v_0=0.424$ nm/s and $fS=0.4243\times1.1045\approx0.469\,\mathrm{nm^2/s}$. Hence
\begin{equation}
\lambda_*=2\pi\sqrt{\frac{2\times130.6}{0.4686}}\ \mathrm{nm}\approx148\ \mathrm{nm}.
\end{equation}
With temperature, energy and angle held fixed, the flux scan gives:

\begin{center}
\begin{tabular}{cc}
$f$ ($10^{15}\,\mathrm{cm^{-2}s^{-1}}$) & $\lambda_*$ (nm)\\
0.5 & 297\\
1 & 210\\
2 & 148\\
4 & 105
\end{tabular}
\end{center}

Numerical maximisation with the unexpanded rate (\ref{full}) gives a fitted exponent of $-0.4999$. The nonlocal correction is small because $v_0H_4/B$ is only 0.04\% at the reference flux. In a separate test, a point bump, which contains all wavenumbers equally, was evolved with drift for four e-folding times. Its spectrum peaked at 296.6 nm for the lowest flux and 148.2 nm for four times that flux.

At the reference flux $R_*=4.2\times10^{-4}\,\mathrm{s^{-1}}$: one e-folding takes 40 minutes and removes about $1\,\mu\mathrm m$ of silicon.

\subsection*{What a real surface changes}

Ripples of some hundreds of nanometres are the rough size known for hot silicon under such beams, so the result has a plausible size. This does not confirm the parameters: a change of 0.1 eV in $Q$ alone changes the wavelength about twofold. The 45$^\circ$ incidence is a special choice, for the first reason below. Silicon bombarded near room temperature turns amorphous at its surface, and smoothing by thermal adatoms is then not the right model.

\emph{Redistribution.} Impacts also push atoms along the surface. If the displacements caused by one ion sum to $\delta$ along the beam, the volume current is $f\Omega\delta\cos\theta'\sin\theta'=\tfrac12f\Omega\delta\sin2\theta'$, with local angle $\theta'\approx\theta-h_x$. Minus its $x$-derivative is $f\Omega\delta\cos2\theta\,h_{xx}$, so $S$ becomes $S-\Omega\delta\cos2\theta$. This vanishes at 45$^\circ$, but with a rough $\delta=8$ nm its size at 47$^\circ$ is already 48\% of the erosive $S$ at 45$^\circ$. Added to that $S$, it would by itself shorten 148 nm to 122 nm. The tilt also lowers the factor $\cos\theta\,G_x$ in the erosive part, which offsets some of this and is left out of the estimate. The prefactor is thus very sensitive to angle. The exponent is not, as long as the total $S$ stays positive, since this term is also proportional to flux. Below 45$^\circ$ the term smooths, and where it outweighs erosion no ripple with its wavevector along the beam's projection can grow; with these numbers that happens below about 40$^\circ$. All this concerns ripples along $x$. For ripples along $y$ the same displacements add $f\Omega\delta\cos^2\theta\,h_{yy}$, which smooths at every angle and at 45$^\circ$ outweighs the erosive term ($0.080$ against $0.017\,\mathrm{nm^4}$ per unit flux).

\emph{Ion-made adatoms.} Let each ion create 5 adatoms, a supply $F=5f\cos\theta$ per area, lost at sinks a distance $L$ apart. Solving $DC''=-F$ with $C=0$ at the sinks gives $C=Fx(L-x)/2D$, whose mean is $FL^2/12D$. For an assumed $L=5$ nm this adds 4.6\% to the thermal $DC$ at the reference flux, and the fitted exponent becomes $-0.48$. This small share rests on the assumed $Q=1.5$ eV: at the same $L$ it is 18\% for $Q=1.6$ eV (exponent $-0.44$) and 71\% for 1.7 eV ($-0.33$), and for 2.0 eV ion-made adatoms dominate. Whether silicon at 850 K is thermally smoothed is therefore not settled by this example. At $L\approx23$ nm the two supplies would be equal at the reference flux, and with sinks as the only loss the local exponent there would be $-1/4$. For still wider spacings it would tend to zero, but then adatoms also meet and vanish in pairs; where ion-made adatoms dominate, this leads back to the $-1/4$ found above. The inverse-root law therefore needs closely spaced sinks, a lower flux or a hotter surface. This is an order-of-magnitude estimate, as it lets these adatoms carry current just as thermal ones do.

\emph{Beam heating.} The beam delivers $0.23\,\mathrm{W/cm^2}$. If the heater power is fixed, rather than the surface temperature, a plate radiating from two faces with emissivity $\epsilon=0.7$ warms by 11 K at the reference flux. For beam power $P\propto f$ per area, the balance $2\epsilon\sigma_{\rm SB}T^4=\mathrm{const}+P$, with $\sigma_{\rm SB}$ the Stefan--Boltzmann constant, gives $d\ln T/d\ln f=P/(8\epsilon\sigma_{\rm SB}T^4)$. Since $B\propto T^{-1}e^{-Q/k_BT}$,
\begin{equation}
\frac{d\ln\lambda_*}{d\ln f}=-\frac12+\frac12\left(\frac{Q}{k_BT}-1\right)\frac{P}{8\epsilon\sigma_{\rm SB}T^4}.
\end{equation}
This is $-0.38$ at the reference flux, and the fit over the whole scan gives $-0.40$. A test of the inverse-root law therefore needs the true surface temperature held constant.

\emph{Finite amplitude.} Let $V(s)$ be the vertical erosion speed of a plane of slope $s$. Its quadratic part, of size $\tfrac12|V''(0)|k^2A^2$ for amplitude $A$, rivals the linear term $fSk^2A$ when $A=2fS/|V''(0)|\approx2.2$ nm. Beyond that amplitude the linear theory no longer fixes the wavelength, and the $f^{-1/2}$ law derived here is not guaranteed. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
incidence angle = 45 deg
ion energy = 1000 eV
temperature = 850 K
deposition distance a = 2.2 nm, width sigma = 1.0 nm
yield at this angle = 1.5 atoms/ion
atomic volume = 0.020 nm^3
surface energy = 1.2 J/m^2 = 7.490 eV/nm^2
attempt rate = 1.0e+13 1/s (DC prefactor is a quarter)
activation energy of DC = 1.5 eV
thermal energy kT = 0.07325 eV
transport factor DC = 3193.1 1/s
smoothing coefficient B = 130.60 nm^4/s
Gx = 1.1045 nm (quadrature 1.1045 nm)
Gy = 0.7778 nm (quadrature 0.7778 nm)
S = 0.02343 nm^4
reference flux = 2.0e+15 ions/cm^2/s
reference flux = 20 ions/nm^2/s
beam current density = 0.320 mA/cm^2
flat erosion speed v0 = 0.4243 nm/s
instability strength f*S = 0.4686 nm^2/s
flux 5.0e+14 /cm^2/s: formula 296.69 nm, nonlocal 296.70 nm
flux 1.0e+15 /cm^2/s: formula 209.79 nm, nonlocal 209.81 nm
flux 2.0e+15 /cm^2/s: formula 148.34 nm, nonlocal 148.37 nm
flux 4.0e+15 /cm^2/s: formula 104.90 nm, nonlocal 104.93 nm
growth rate at reference flux = 4.203e-04 1/s
e-folding time = 39.7 min
depth eroded per e-fold = 1009 nm
fitted exponent, thermal smoothing = -0.4999
fitted exponent, B ~ sqrt(flux) = -0.2499
fitted exponent, B ~ flux = 0.0000 (magnitude)
evolved bump, flux 5e14: peak 296.6 nm
evolved bump, flux 2e15: peak 148.2 nm
drift coefficient over v0 = -1.420
H4 = 0.1100 nm^3; v0*H4/B = 0.0357 %
summed displacement per ion = 8 nm
redistribution/erosion at +2 deg = 0.476
wavelength with that redistribution = 122.1 nm
adatoms per ion = 5, sinks 5 nm
ion-made share of thermal DC = 4.61 %
fitted exponent with ion-made adatoms = -0.4816
sink spacing for equal shares = 23.3 nm
emissivity = 0.7, two radiating faces
beam power on surface = 0.227 W/cm^2
beam heating at fixed heater power = 11.4 K
fitted exponent with beam heating = -0.3972
local exponent, heated: -0.3754, formula -0.3755
amplitude ending linear regime = 2.17 nm
\end{verbatim}
